\section*{Omitting the surface term in a one-dimensional APW+lo Hamiltonian}

\section*{Question}

I am writing a one-dimensional APW+lo program as an exercise. The cell has length $a$. The potential is $-V_0$ for $|x|<R$ (the ``atom'') and zero in the interstitial. My basis has augmented plane waves, which are continuous at $x=\pm R$ but have kinks there, and local orbitals, which vanish at $\pm R$ and outside.

I know how $-\tfrac12\,d^2/dx^2+V$ acts on each function inside and outside, so I computed
\[
M_{ij}=\int_{\rm in}\phi_i^*\Big(-\tfrac12\phi_j''+V\phi_j\Big)dx
+\int_{\rm out}\phi_i^*\Big(-\tfrac12\phi_j''+V\phi_j\Big)dx .
\]
The matrix is not Hermitian, although the operator is. I replaced it by $(M+M^\dagger)/2$, expecting a small error that would disappear with more plane waves, since the true wave function has no kink. The levels do not settle down. I have been told that a surface term is missing. Where does it come from, why is $M$ non-Hermitian without it, and how wrong are the symmetrized eigenvalues?

\section*{Answer}

I use Hartree atomic units, a real Bloch wave number $k$ and real energy parameters. Primes on functions are $x$ derivatives, and
\[
\Delta\phi'(s)=\phi'(s^+)-\phi'(s^-),\qquad s=\pm R,
\]
is the slope on the right minus the slope on the left.

\subsection*{Where the surface term comes from}

For continuous functions with kinks, the kinetic energy is the gradient form, which is finite and Hermitian:
\begin{equation}
H_{ij}=\tfrac12\int_{\rm cell}\phi_i'^*\phi_j'\,dx+\int_{\rm cell}\phi_i^*V\phi_j\,dx .
\label{grad}
\end{equation}
Integrate by parts separately in $[-R,R]$ and $[R,a-R]$. In each interval,
\[
\tfrac12\int\phi_i'^*\phi_j'\,dx=\tfrac12\big[\phi_i^*\phi_j'\big]-\tfrac12\int\phi_i^*\phi_j''\,dx .
\]
The two brackets are
\begin{align*}
\text{in:}\quad&\phi_i^*(R)\phi_j'(R^-)-\phi_i^*(-R)\phi_j'(-R^+),\\
\text{out:}\quad&\phi_i^*(-R)\phi_j'(-R^-)-\phi_i^*(R)\phi_j'(R^+).
\end{align*}
In the second line the point $a-R$ was moved to $-R$; the Bloch phases of $\phi_i^*$ and $\phi_j'$ cancel. The sum of the brackets is $-\sum_s\phi_i^*(s)\Delta\phi_j'(s)$, so
\begin{equation}
H=M+S,\qquad S_{ij}=-\tfrac12\sum_{s=\pm R}\phi_i^*(s)\,\Delta\phi_j'(s).
\label{S}
\end{equation}
Equivalently, $\phi_j''$ contains a delta function of strength $\Delta\phi_j'(s)$ at each kink, and your regional integrals skip it. Since $H=H^\dagger$,
\[
M-M^\dagger=S^\dagger-S .
\]
If every basis function has a continuous slope, $S=0$ and your formula is correct. Here the slopes jump.

\subsection*{The non-Hermitian part, element by element}

Let $K=k+2\pi n/a$. Outside, $\phi_K=e^{iKx}/\sqrt a$. Inside, $\phi_K=\sum_pA_p(K)u_p(x)$, where $p$ labels the even and odd solutions of $(\hat h-E_p)u_p=0$, with $\hat h=-\frac12d^2/dx^2+V$ acting inside. Matching the even and odd parts of the plane wave at $R$ gives
\[
A_e(K)=\frac{\cos KR}{\sqrt a\,u_e(R)},\qquad
A_o(K)=\frac{i\sin KR}{\sqrt a\,u_o(R)},
\]
which requires $u_p(R)\ne0$. Parity then ensures continuity at $-R$.

\paragraph{Two plane waves.}
Put $d=K'-K$ and take $K\neq K'$. Because $da$ is a multiple of $2\pi$, the integral of $e^{idx}$ over the whole cell vanishes, and the interstitial overlap is minus the integral over the atom:
\[
\Theta_{KK'}=-\frac1a\int_{-R}^{R}e^{idx}dx=-\frac{2\sin dR}{ad}.
\]
With $N_p=\int_{-R}^Ru_p^2dx$, and no even--odd overlap,
\[
M_{KK'}=\frac{K'^2}{2}\Theta_{KK'}+\sum_pE_pN_pA_p^*(K)A_p(K').
\]
The second term is Hermitian. The first is not, because $\hat h$ acted on the right-hand function alone. Since $\Theta$ is real and symmetric,
\begin{align}
M_{KK'}-M_{K'K}^*&=\frac{K'^2-K^2}{2}\left(-\frac{2\sin dR}{ad}\right)\nonumber\\
&=-\frac{(K+K')\sin[(K'-K)R]}{a},
\label{antiK}
\end{align}
using $K'^2-K^2=(K'+K)d$.

To see $S$ repair this, evaluate its interstitial part, which is minus half the plane-wave bracket between $-R$ and $R$:
\[
-\frac{iK'}{2a}\left(e^{idR}-e^{-idR}\right)=\frac{K'\sin dR}{a}.
\]
Added to the interstitial part of $M$, it gives
\[
-\frac{K'^2\sin dR}{ad}+\frac{K'\sin dR}{a}
=\frac{K'(d-K')\sin dR}{ad}
=\frac{KK'}{2}\Theta_{KK'},
\]
because $d-K'=-K$. This is the symmetric gradient result. The inside part of $S$ is $\frac12[\phi_K^*\phi_{K'}']_{-R}^{R}$. Products $u_pu_p'$ of equal parity label are odd in $x$, so their end values add; mixed products are even and cancel. The result, $\sum_pA_p^*(K)A_p(K')u_p(R)u_p'(R)$, is Hermitian by itself.

\paragraph{A plane wave and a local orbital.}
Differentiating $(\hat h-E_p)u_p=0$ with respect to $E_p$ gives $(\hat h-E_p)\dot u_p=u_p$. The local orbital
\[
\chi_p=\dot u_p-\frac{\dot u_p(R)}{u_p(R)}u_p,\qquad \chi_p(\pm R)=0,
\]
therefore also obeys $(\hat h-E_p)\chi_p=u_p$. With $m_p=\int u_p\chi_p\,dx$,
\begin{align*}
M_{K,\chi_p}&=A_p^*(K)\,(E_pm_p+N_p),\\
M_{\chi_p,K}&=A_p(K)\,E_pm_p,
\end{align*}
and hence
\begin{equation}
M_{K,\chi_p}-M_{\chi_p,K}^*=A_p^*(K)N_p .
\label{antilo}
\end{equation}
The surface matrix is one-sided here. $S_{\chi_p,K}=0$, because $\chi_p$ vanishes at $\pm R$, while the inside bracket gives $S_{K,\chi_p}=A_p^*(K)u_p(R)\chi_p'(R)$. To compare it with (\ref{antilo}), write
\begin{align*}
N_p&=\int_{-R}^{R}\big[u_p\hat h\chi_p-\chi_p\hat hu_p\big]dx
=-\tfrac12\big[u_p\chi_p'-\chi_pu_p'\big]_{-R}^{R}\\
&=-u_p(R)\chi_p'(R).
\end{align*}
The first equality holds because the $E_p$ terms cancel; the last uses $\chi_p(\pm R)=0$ and the oddness of $u_p\chi_p'$. Thus $S_{K,\chi_p}=-A_p^*N_p$, which removes (\ref{antilo}). Since $N_p>0$, the slope of the local orbital at $R$ cannot vanish.

So $M_{\chi_p,K}$ was already correct and $M_{K,\chi_p}$ was wrong. Averaging spoils the correct one.

\subsection*{What symmetrization really solves}

From $M=H-S$,
\[
H_s=\tfrac12(M+M^\dagger)=H+D,\qquad D=-\tfrac12(S+S^\dagger).
\]
For a function $\psi$ in the basis, (\ref{S}) gives
\begin{equation}
D[\psi]=\tfrac12\,{\rm Re}\sum_s\psi^*(s)\Delta\psi'(s).
\label{D}
\end{equation}
You have removed the anti-Hermitian part of the error and kept the Hermitian part.

Your expectation about smooth wave functions is a first-order argument. If $\psi_0$ has no kink, $D[\psi_0]=0$. But the matrix element with another function $\eta$ is
\[
D_{\eta0}=\tfrac14\sum_s\Big[\eta^*(s)\Delta\psi_0'(s)+\big(\Delta\eta'(s)\big)^*\psi_0(s)\Big],
\]
and its second term survives. The smooth state is coupled to kinked functions and is in general not an eigenstate of the symmetrized problem.

\paragraph{How many levels can fall below the spectrum?}
With $\psi$ and $\Delta\psi'$ expressed as numbers in atomic units,
\[
{\rm Re}(\psi^*\Delta\psi')=\tfrac14|\psi+\Delta\psi'|^2-\tfrac14|\psi-\Delta\psi'|^2 .
\]
Each boundary point contributes one positive and one negative square. Take the span of the lowest $n$ symmetrized states and impose $\psi=\Delta\psi'$ at both points. At least $n-2$ dimensions remain. There $D\ge0$, so $H[\psi]\le H_s[\psi]\le E_n^s$ for normalized $\psi$. The min--max principle gives $E_{n-2}\le E_n^s$. Starting instead from the lowest $n$ correct states and imposing $\psi=-\Delta\psi'$ gives $E^s_{n-2}\le E_n$. In one and the same basis, therefore,
\begin{equation}
E_{n-2}\le E_n^s\le E_{n+2},
\label{weyl}
\end{equation}
wherever the indices exist. At most two symmetrized levels lie below the lowest correct one. This bounds their number, not their depth.

\subsection*{Why more plane waves make it worse}

A trial function at $k=0$ shows that the depth has no limit. Start from the $K=0$ augmented wave, scaled to 1 outside and $u_e(x)/u_e(R)$ inside. Let $t$ be the distance into the interstitial from either boundary, and for $0<t<w\le(a-2R)/2$ add
\[
g(t)=-h\,t\,(1-t/w)^2 .
\]
Here $g(0)=g(w)=g'(w)=0$ and $g'(0)=-h$. The inside function is unchanged. For real $\psi$, $H_s[\psi]$ is the regional integral, so each boundary changes it by
\begin{align*}
-\tfrac12\int_0^w(1+g)g''dt
&=-\tfrac12\big[(1+g)g'\big]_0^w+\tfrac12\int_0^wg'^2dt\\
&=-\frac h2+\frac{h^2w}{15}.
\end{align*}
The last integral follows from $g'=-h(1-t/w)(1-3t/w)$. With $y=1-t/w$,
\[
\int_0^wg'^2dt=h^2w\int_0^1y^2(3y-2)^2dy
=h^2w\left(\frac95-3+\frac43\right)=\frac{2h^2w}{15}.
\]
The kink lowers the energy linearly in $h$, while the true kinetic cost is quadratic and proportional to $w$. The minimum is at $h=15/(4w)$, where the two boundaries together contribute
\[
2\left(-\frac{15}{8w}+\frac{15}{16w}\right)=-\frac{15}{8w}.
\]
The norm stays finite: $g$ is of order $hw$, which is independent of $w$, on a layer of width $w$. Hence
\begin{equation}
\frac{H_s[\psi]}{\langle\psi|\psi\rangle}\simeq
-\frac{15}{8w}\left[\frac{N_e}{u_e(R)^2}+a-2R\right]^{-1}\to-\infty
\quad(w\to0).
\label{collapse}
\end{equation}

The basis can approach this function. Continue $g$ into the atom by the parabola $h(R^2-x^2)/(2R)$, which matches its values and slopes at $\pm R$. The resulting periodic function has a Lipschitz-continuous derivative, so its Fourier sums converge uniformly together with their first derivatives. Use the Fourier coefficients as coefficients of augmented waves. Outside, value and slope converge to those of $g$. Inside, the augmented part is fixed by the values at $\pm R$, which tend to zero. All ingredients of $H+D$ converge, so at $k=0$ the lowest symmetrized level goes to minus infinity as the cutoff grows. At any $k$, enlarging a nested basis cannot raise that level.

\subsection*{Numbers for a small model}

Take $a=6$ bohr, $R=1$ bohr, $V_0=1$ hartree, $E_e=E_o=-0.5$ hartree and $ka=\pi/2$. Then $u_e=\cos qx$ and $u_o=\sin qx$, with $q=\sqrt{2(E_p+V_0)}=1$ bohr$^{-1}$. The plane waves are $|n|\le n_{\max}$, plus two local orbitals.

For $n=0$ and $1$, $K=0.2618$ and $K'=1.3090$ bohr$^{-1}$. The computed elements are $M_{01}=-0.3560$ and $M_{10}=-0.1293$ hartree, differing by $-0.2267$. Equation (\ref{antiK}) gives
\[
-\frac{(0.2618+1.3090)\sin(1.0472)}{6}=-0.2267 .
\]
The surface elements $0.1508$ and $-0.0759$ bring both to $-0.2052$ hartree. The average of the uncorrected pair is $-0.2427$.

For $n=0$ and the even, unnormalized local orbital, the two elements are $0.3938$ and $-0.6678$ in model units. The surface term is $-1.0617$ for the first and zero for the second, so the correct value is $-0.6678$. Averaging gives $-0.1370$.

Reference levels come from the transfer matrix of the same potential, whose half-trace must equal $\cos ka$. For $n_{\max}=7$, in hartree:
\begin{center}
\begin{tabular}{crrr}
level & reference & $H=M+S$ & $(M+M^\dagger)/2$\\
1 & $-0.6039$ & $-0.6039$ & $-20.274$\\
2 & $0.1076$ & $0.1076$ & $-15.482$\\
3 & $0.5685$ & $0.5693$ & $0.293$\\
4 & $1.3725$ & $1.3817$ & $0.330$\\
5 & $2.4639$ & $2.5171$ & $1.280$
\end{tabular}
\end{center}
The lowest symmetrized level is wrong by $-20.274+0.604=-19.670$ hartree relative to the reference: $-551.7$ eV instead of $-16.4$ eV. The first-order shift of the correct ground state is just $+0.0012$ hartree. It has neither the size nor the sign of the actual error.

Discarding the two deep levels does not recover the spectrum. The next three, $0.293$, $0.330$ and $1.280$, would then have to represent $-0.604$, $0.108$ and $0.569$; they are too high by $0.897$, $0.223$ and $0.711$ hartree.

The cutoff dependence is the clearest warning (energies in hartree):
\begin{center}
\begin{tabular}{crrr}
$n_{\max}$ & correct $E_1$ & $E_1^s$ & $E_2^s$\\
2 & $-0.6017$ & $-1.495$ & $-0.492$\\
3 & $-0.6037$ & $-2.942$ & $-1.737$\\
5 & $-0.6039$ & $-8.950$ & $-6.982$\\
7 & $-0.6039$ & $-20.274$ & $-15.482$
\end{tabular}
\end{center}
At $n_{\max}=2$ one symmetrized level lies below the correct $E_1$; in the other rows there are two, the maximum allowed by (\ref{weyl}). Over this range the fall is faster than proportional to the cutoff. The trial function proves unboundedness at $k=0$ but does not determine this rate. The fall is not rounding noise from an ill-conditioned overlap matrix: its smallest eigenvalue at $n_{\max}=7$ is $2.4\times10^{-6}$, far above the rounding level of double precision, and the correct calculation, which uses the same matrix, has a stable ground state.

Leaving $M$ unsymmetrized is no remedy either. At $n_{\max}=3$ its generalized eigenvalues include the pair $-0.333\pm0.283i$ hartree.

\subsection*{What to change in your program}

Either evaluate the kinetic energy from gradients, as in (\ref{grad}), or keep your regional integrals and add $S$ from (\ref{S}) before diagonalizing. The two are algebraically identical. Then use the norm of $H-H^\dagger$ as a diagnostic: it should be at rounding level before any averaging. The numerical check compares both $M$ and $M+S$ with direct quadrature.

The remaining errors of the correct calculation in the first table come from the fixed energy parameters, not from the cutoff: raising $n_{\max}$ from 7 to 9 leaves these five levels unchanged to the digits shown, and inside the atom only $u_p$ and $\dot u_p$ are available however many plane waves are added. They are variational errors: in exact arithmetic, each level lies at or above the corresponding reference level and cannot rise when the basis is enlarged. The symmetrized problem has lost that lower bound.

\section*{Calculated quantities}
\begin{verbatim}
a = 6.0 bohr, R = 1.0 bohr, k = 0.261799 1/bohr
V0 = 1.0 hartree, energy parameter El = -0.5 hartree
inside wave number q = 1.000000 1/bohr
K(n=0), K(n=1) = 0.261799, 1.308997 1/bohr
Elements: n=0,1 are APWs; lo is the unnormalized even orbital
APW-APW elements in hartree; APW-lo in model units
(0,1): M = -0.356028, S = 0.150799, M+S = -0.205229
(1,0): M = -0.129303, S = -0.075926, M+S = -0.205229
(0,lo): M = 0.393830, S = -1.061670, M+S = -0.667840
(lo,0): M = -0.667840, S = 0.000000, M+S = -0.667840
Levels at nmax = 7, in hartree:
level  reference  correct APW+lo  symmetrized  sym-reference
1  -0.603912  -0.603912  -20.274076  -19.670164
2  0.107609  0.107637  -15.481868  -15.589476
3  0.568536  0.569310  0.292881  -0.275655
4  1.372453  1.381725  0.330186  -1.042267
5  2.463895  2.517064  1.279648  -1.184247
lowest reference level = -16.4333 eV
lowest symmetrized level = -551.6857 eV
lowest-level error = -535.2524 eV
first-order shift of correct state = 1.236e-03 hartree
negative, positive directions of D = 2, 2
Cutoff study, energies in hartree:
nmax  basis size  correct E1  sym E1  sym E2  sym E3  min overlap
2  7  -0.601738  -1.49507  -0.49230  0.37820  1.15e-02
3  9  -0.603706  -2.94178  -1.73675  0.33445  8.32e-03
4  11  -0.603892  -5.35573  -3.90344  0.31800  1.49e-03
5  13  -0.603910  -8.94996  -6.98235  0.30923  1.80e-04
6  15  -0.603911  -13.90545  -10.85465  0.30165  2.09e-05
7  17  -0.603912  -20.27408  -15.48187  0.29288  2.39e-06
Unsymmetrized M at nmax = 3, eigenvalues in hartree:
1: real = -0.33282, imaginary = 0.28251
2: real = -0.33282, imaginary = -0.28251
3: real = 0.20667, imaginary = -0.00000
4: real = 0.89313, imaginary = 0.00000
Boundary-layer trial at k = 0:
w = 0.50 bohr, symmetrized energy = -0.73499 hartree
w = 0.10 bohr, symmetrized energy = -2.39079 hartree
w = 0.02 bohr, symmetrized energy = -10.73730 hartree
\end{verbatim}
